**Polarization of the Rice-Mele chain**

A chain of two unlike atoms with alternating bond lengths is an insulator that can carry a dipole per unit length. The site-energy difference pulls an electron toward one atom, and the dimerization decides which bond it is pulled along. When the two distortions are changed slowly a current flows, and its time integral is the change of polarization. The question is how much charge flows, and whether it returns to zero when the crystal returns to its starting state.

**Problem**

Hartree units are used, with electron charge $-1$. The cell has length $a$, site A at $na-a/4$ and site B at $na+a/4$. There is one spinless, non-interacting electron per cell and an ion of charge $+1/2$ on each site, so the ionic dipole of this cell is zero. With $v=t+\delta$, $w=t-\delta$, $t>0$,

$$H=\sum_n\big[\Delta(a_n^\dagger a_n-b_n^\dagger b_n)-v(a_n^\dagger b_n+\text{h.c.})-w(a_{n+1}^\dagger b_n+\text{h.c.})\big].$$

Find the dipole per unit length $P(\delta,\Delta)$ (a charge, in units of $e$), its change around $\delta=\Delta=0$, and its form at $\delta=\pm t$.

**Bands and the definition of $P$**

A Bloch state has amplitude $e^{i\kappa n}c_j(\kappa)$ on site $j$ of cell $n$, with $\kappa=ka$. Site A$_n$ couples to B$_n$ and B$_{n-1}$, so

$$H(\kappa)=\begin{pmatrix}\Delta&-h^*\\-h&-\Delta\end{pmatrix},\qquad h=v+we^{i\kappa}=|h|e^{i\varphi}.$$

From $v^2+w^2=2t^2+2\delta^2$ and $vw=t^2-\delta^2$,

$$|h|^2=2t^2(1+\cos\kappa)+2\delta^2(1-\cos\kappa)=4t^2\cos^2\tfrac\kappa2+4\delta^2\sin^2\tfrac\kappa2 .$$

The energies are $\pm E$ with $E=\sqrt{\Delta^2+|h|^2}$. Since $h=0$ needs $\delta=0$ and $\kappa=\pi$, the gap closes only at $\delta=\Delta=0$. For $|\delta|\le t$ the gap is $2r$, with $r=\sqrt{\Delta^2+4\delta^2}$.

The density of the filled lower band is the sum of the densities of its Wannier functions, one per cell, so $P=-\bar x/a$ with $\bar x$ the Wannier centre. For a smooth, normalized eigenvector $c(\kappa)$ of period $2\pi$, the Wannier amplitudes $W_{nj}$ obey $c_j=\sum_nW_{nj}e^{-i\kappa n}$, so $i\partial_\kappa c_j=\sum_n nW_{nj}e^{-i\kappa n}$. Parseval's theorem applied to $\bar x=\sum(na+\tau_j)|W_{nj}|^2$, with $\tau_{A,B}=\mp a/4$, gives

$$\frac{\bar x}{a}=\frac1{2\pi}\int_{-\pi}^{\pi}d\kappa\,\Big[ic^\dagger\partial_\kappa c+\tfrac14\big(|c_B|^2-|c_A|^2\big)\Big].$$

Replacing $c$ by $e^{-i\beta}c$ adds $\beta'$ to the integrand, and periodicity makes $\int\beta'\,d\kappa$ a multiple of $2\pi$, so $P$ is defined modulo 1.

Continuous changes of $P$ carry no such ambiguity. With $u_j=e^{-i\kappa\tau_j/a}c_j$ the whole integrand is $iu^\dagger\partial_\kappa u$, and $u$ belongs to the matrix $\tilde H$ with

$$\tilde H_{AB}=-ve^{i\kappa/2}-we^{-i\kappa/2}=-2t\cos\tfrac\kappa2-2i\delta\sin\tfrac\kappa2 .$$

An element of $\tilde H$ is $\sum H_{ij}e^{ik(x_j-x_i)}$, so $\partial_k\tilde H$ represents the velocity $i[H,x]$. For $i\dot u=\tilde Hu$,

$$\frac{d}{dt}\,iu^\dagger\partial_\kappa u=-u^\dagger\tilde H\partial_\kappa u+u^\dagger\partial_\kappa(\tilde Hu)=u^\dagger(\partial_\kappa\tilde H)u ,$$

hence $\dot P=-\frac1{2\pi}\int d\kappa\,\langle\partial_\kappa\tilde H\rangle=J$, the current. In slow evolution with an open gap $u$ stays in the lower band, and the transported charge is the continuous change of the ground-state $P$.

**First estimate by scaling**

$P$ is dimensionless and depends on $\delta/t$ and $\Delta/t$. Symmetry fixes it on the axes. Inversion about $x=0$ exchanges A and B and sends $\bar x\to-\bar x$, so $P(\delta,-\Delta)=-P(\delta,\Delta)$ mod 1. Inversion about a B site exchanges $v$ and $w$ and sends $\bar x\to a/2-\bar x$, so $P(-\delta,\Delta)=\frac12-P(\delta,\Delta)$ mod 1. On $\Delta=0$ this allows $P=0$ or $\frac12$, and on $\delta=0$ it allows $\pm\frac14$. Each half-axis is gapped, so $P$ keeps one value along it, which a simple point reveals. At $\delta=t$, $\Delta=0$ the electron sits at the bond centre $x=0$ and $P=0$. At $\delta=0$, $\Delta\to+\infty$ it sits on B and $P=-\frac14$.

For $r\ll t$ write $\tilde H=\mathbf d\cdot\boldsymbol\sigma$, with $\tilde H_{AB}=d_x-id_y$ and $\kappa=\pi+q$. Then $\cos(\kappa/2)\approx-q/2$ and $\mathbf d\approx(tq,\,2\delta,\,\Delta)$. The eigenvector depends on the direction of $\mathbf d$. For $t|q|\gg r$ that direction is $\pm\hat x$ whatever $\delta$ and $\Delta$ are, so only $|q|\lesssim r/t$ responds. Rescaling $q=ry/t$ gives $\mathbf d=r(y,\cos\alpha,\sin\alpha)$ with $\alpha=\arg(2\delta+i\Delta)$, so both $t$ and $r$ drop out. A $q$-independent rotation about $\hat x$ shifts $\alpha$, which makes $dP/d\alpha$ constant. The smallest slope joining $P(0)=0$ to $P(\pi/2)=-\frac14$ gives

$$P_{\rm est}=-\frac{\alpha}{2\pi},$$

which loses one unit per turn. The choice of the smallest slope is a guess at this point.

**Exact solution**

*Two gauges.* Take

$$c_{\rm I}=\frac{(E-\Delta,\;h)^T}{\sqrt{2E(E-\Delta)}} .$$

Row A gives $\Delta(E-\Delta)-(E^2-\Delta^2)=-E(E-\Delta)$, row B gives $-h(E-\Delta)-\Delta h=-Eh$, and the squared norm of the numerator is $(E-\Delta)^2+E^2-\Delta^2=2E(E-\Delta)$. This vector is smooth unless $E=\Delta$, which needs $h=0$ and $\Delta\ge0$, the ray $\delta=0$, $\Delta\ge0$. The weights are $|c_{B,A}|^2=\frac12(1\pm\Delta/E)$, so the site term is $\Delta/4E$. Only the B component carries a phase, and the derivative of the moduli cancels by normalization, so $ic^\dagger\partial_\kappa c=-|c_B|^2\varphi'$ with

$$\varphi'=\frac{\operatorname{Im}(h^*h')}{|h|^2}=\frac{\operatorname{Im}\big[(v+we^{-i\kappa})\,iwe^{i\kappa}\big]}{|h|^2}=\frac{w(w+v\cos\kappa)}{|h|^2}.$$

Therefore

$$P_{\rm I}=\frac1{2\pi}\int d\kappa\,\Big[\frac12\Big(1+\frac\Delta E\Big)\varphi'-\frac{\Delta}{4E}\Big].$$

Multiplying $c_{\rm I}$ by $e^{-i\varphi}$ and using $|h|^2=(E-\Delta)(E+\Delta)$ gives $c_{\rm II}=(h^*,\,E+\Delta)^T/\sqrt{2E(E+\Delta)}$, smooth except on $\delta=0$, $\Delta\le0$. The gauge rule with $\beta=\varphi$ gives $P_{\rm II}=P_{\rm I}-W$, where $W=\frac1{2\pi}\int\varphi'\,d\kappa$. The curve $h(\kappa)$ is a counterclockwise circle of radius $|w|$ about $v$, which encloses zero when $w^2>v^2$, that is $t\delta<0$. So $W=0$ for $\delta>0$ and $W=1$ for $\delta<0$.

*Reduction to one integral.* The terms proportional to $\Delta/E$ combine through

$$\frac14-\frac{\varphi'}2=\frac{v^2+w^2+2vw\cos\kappa-2w^2-2vw\cos\kappa}{4|h|^2}=\frac{v^2-w^2}{4|h|^2}=\frac{t\delta}{|h|^2},$$

so for $\delta\neq0$

$$P_{\rm I}=\frac W2-\frac{\Delta t\delta}{2\pi}\int_{-\pi}^{\pi}\frac{d\kappa}{|h|^2E}.$$

Set $\chi=\kappa/2$ and $\cos^2\chi=1-\sin^2\chi$. Then $|h|^2=4t^2(1-n\sin^2\chi)$ and $E^2=(\Delta^2+4t^2)(1-m\sin^2\chi)$, with $n=1-\delta^2/t^2$ and $m=4(t^2-\delta^2)/(\Delta^2+4t^2)$. The integrand is even, so $\int d\kappa=4\int_0^{\pi/2}d\chi$, and

$$P=\frac W2-\frac{\Delta\,\delta\;\Pi(n|m)}{2\pi t\sqrt{\Delta^2+4t^2}}\pmod 1,\qquad \Pi(n|m)=\int_0^{\pi/2}\frac{d\chi}{(1-n\sin^2\chi)\sqrt{1-m\sin^2\chi}} .$$

This is the complete elliptic integral of the third kind. It holds for $|\delta|>t$ too, with $n,m<0$. The second term is odd in $\Delta$ and in $\delta$, which reproduces both inversion rules, and $\Delta=0$ gives $P=W/2$.

*The line $\delta=0$.* The prefactor $\delta$ does not remove the second term, because $\Pi$ diverges as $n\to1$. Integrating the identity above gives $\int t\delta/|h|^2\,d\kappa=\pi/2-\pi W=\frac\pi2\operatorname{sgn}\delta$. This integrand has one sign and vanishes away from $\kappa=\pi$ as $\delta\to0$, so it becomes a delta function at the point where $E=|\Delta|$. Hence $P_{\rm I}\to W/2-\frac14\operatorname{sgn}\delta\,\operatorname{sgn}\Delta$. For $\Delta<0$ both sides give $\frac14$. For $\Delta>0$ they give $-\frac14$ at $\delta\to0^+$ and $\frac34$ at $\delta\to0^-$. Evaluation at $\delta=\pm10^{-7}$, $\Delta=\pm0.05$ hartree with $t=0.1$ hartree returns these four values to five decimals.

*Winding.* $P_{\rm I}$ is continuous off the ray $\delta=0$, $\Delta\geq0$. Across that ray $P_{\rm II}$ is continuous, so the physical $P$ is continuous there, while $P_{\rm I}=P_{\rm II}+W$ jumps by $+1$ when $\delta$ passes from positive to negative, the counterclockwise sense in the $(\delta,\Delta)$ plane. Around a closed loop $P_{\rm I}$ returns to its value, so its continuous change cancels its jumps:

$$\Delta P=-(\text{winding number of the loop about the origin}).$$

One counterclockwise turn moves each Wannier centre from $0$ through $a/4$, $a/2$, $3a/4$ to $a$. A loop that does not enclose the origin pumps nothing. With $A_\mu=ic^\dagger\partial_\mu c$ and loop parameter $\theta$, periodicity of $A_\theta$ in $\kappa$ allows $\partial_\theta\int A_\kappa\,d\kappa=\int(\partial_\theta A_\kappa-\partial_\kappa A_\theta)\,d\kappa$. The site term returns to itself, so $\Delta P=-C$, where $C$ is the integral of this Berry curvature over $\theta$ and $\kappa$ divided by $2\pi$, the Chern number.

*Fully dimerized limit.* At $\delta=\pm t$, $n=m=0$ and $\Pi=\pi/2$:

$$P(t,\Delta)=-\frac{\Delta}{4\sqrt{\Delta^2+4t^2}},\qquad P(-t,\Delta)=\frac12+\frac{\Delta}{4\sqrt{\Delta^2+4t^2}} .$$

For $\delta=t$ the chain falls into dimers with hopping $2t$, $E=\sqrt{\Delta^2+4t^2}$ and $n_B-n_A=\Delta/E$, so $\bar x=(a/4)\Delta/E$ directly. For $\delta=-t$ the dimer has B at $a/4$ and A at $3a/4$, so $\bar x=a/2-(a/4)\Delta/E$, which gives the second form modulo 1. Along $\delta=t$, $P$ stays between $\pm\frac14$. The same holds for every $\delta>0$: there $W=0$, and $|\Delta|/E\le1$ with $\int t\delta/|h|^2\,d\kappa=\pi/2$ bounds $|P_{\rm I}|$ by $\frac14$, so a full winding needs both signs of $\delta$. The site term cannot be dropped in favour of $ic^\dagger\partial_\kappa c$ alone. At $\delta=t$, where $\varphi'=0$, that gives zero for every $\Delta$, which is the answer for A and B placed at the same point.

**Numbers**

The inputs are chosen: $t=0.1$, $\delta=0.03$, $\Delta=0.05$ hartree, $a=5$ bohr. The gap is $0.156205$ hartree ($4.25$ eV). Then $n=1-0.09=0.91$, $m=0.0364/0.0425=0.856471$, $\sqrt{\Delta^2+4t^2}=0.206155$ hartree, and numerically $\Pi=10.497750$, so

$$P=-\frac{0.05\times0.03\times10.497750}{2\pi\times0.1\times0.206155}=-0.121566 .$$

The centre lies at $0.60783$ bohr. The connection supplies $-0.028562$ and the site term $-0.093005$. A discrete Berry phase from numerical eigenvectors at 4000 $\kappa$ points gives $-0.121566$, and so does the dipole difference of open chains of 90 and 70 cells divided by $20a$. For $\delta=-0.03$, $P_{\rm I}=0.621566$, while the open chain gives $-0.378434=P_{\rm II}$. There the ends cut strong bonds, the end state on B at energy $-\Delta$ is filled, and this surface charge selects the branch. At $\delta=t$ the dimer has $n_A=0.378732$, $n_B=0.621268$, and $P=-(0.621268-0.378732)/4=-0.060634$. At $\delta=-t$, $P=0.560634$.

On the loop $\delta=0.03\cos\theta$, $\Delta=0.05\sin\theta$ the formula and the unwrapped Berry phase agree to five decimals. The loop was also propagated in real time, with $\theta=2\pi s-\sin2\pi s$, $s$ the time divided by $T=10^4$ a.u. ($241.9$ fs), and $J$ integrated:

| $\theta/\pi$ | continuous $P$ | $\int J\,dt$ |
|---|---|---|
| 0.25 | $-0.11708$ | $-0.1171$ |
| 0.5 | $-0.25000$ | $-0.2500$ |
| 1 | $-0.50000$ | $-0.5000$ |
| 1.5 | $-0.75000$ | $-0.7500$ |
| 2 | $-1.00000$ | $-1.0000$ |

The largest rate, $1.26\times10^{-3}$ a.u., is small beside the smallest gap, $0.10$ hartree. A lattice sum of plaquette Berry phases gives $C=+1$. The same ellipse centred at $\delta=0.06$ hartree gives $C=0$ and $\Delta P=0$.

**Comparison with the estimate**

For $0<\delta<t$ let $\kappa$ run over $(0,2\pi)$ and put $x=X\cos\chi$, $X=2\sqrt{t^2-\delta^2}$. Then $|h|^2=4\delta^2+x^2$, $E^2=r^2+x^2$, and $|d\kappa|=2\,dx/\sqrt{X^2-x^2}$ for $|x|<X$. At leading order the Jacobian is $1/t$ and the limits go to infinity. The substitution $y=x/\sqrt{x^2+r^2}$ has $dx=r(1-y^2)^{-3/2}dy$, $E=r(1-y^2)^{-1/2}$, $|h|^2=(4\delta^2+\Delta^2y^2)/(1-y^2)$, so

$$\int\frac{dx}{|h|^2E}=\int_{-1}^1\frac{dy}{4\delta^2+\Delta^2y^2}=\frac{\arctan(\Delta/2\delta)}{\delta\Delta},$$

and $P\to-\frac1{2\pi}\arctan(\Delta/2\delta)=P_{\rm est}$, which confirms the slope. The next terms of the Jacobian are $\delta^2/2t^3$, from $2/X$, and $x^2/8t^3$. The first multiplies the leading result by $\delta^2/2t^2$, which is $\Delta\delta/t^2$ times a function of $\alpha$ and has no logarithm. For $r\ll|x|\ll t$ the second multiplies $1/|x|^3$ and integrates to $2\ln(t/r)/8t^3$, so

$$P-P_{\rm est}\approx-\frac{\Delta\delta}{8\pi t^2}\Big[\ln\frac tr+\text{const}\Big],$$

where the constant depends on neither $r$ nor $\alpha$. Writing $x^2/|h|^2=1-4\delta^2/|h|^2$, the second term contains $-\delta^2/2t^3$ times the leading integral, which cancels the first term. What remains is $\int dx/E$, which depends on $\delta$ and $\Delta$ only through $r$, and the region $|x|\sim t$, which at this order does not depend on them.

At $\Delta/2\delta=5/6$ the estimate is $-0.110571$ for any $r$. In the example the exact value differs by $0.121566-0.110571=0.010995$, about a tenth of the estimate, and $\Delta\delta/8\pi t^2=0.0015/0.2513=0.00597$ makes the bracket $1.84$. With $\delta$ and $\Delta$ ten times smaller, $P=-0.110817$, the difference is $0.000246$ and the bracket is $0.000246/0.0000597=4.1$, larger by $2.3\approx\ln10$. A further factor of ten gives $-0.110575$. In the dimer limit at small $\Delta$ the estimate is $-\Delta/4\pi t$ against the exact $-\Delta/8t$, low by a factor $\pi/2$, because the whole zone then responds. On the four half-axes, and for the winding, the estimate is exact at any $r$.

The result fails on a path through $\delta=\Delta=0$, away from a filled band, and for driving rates comparable to the gap. Two filled spin species double $P$ and the pumped charge, with the ionic charges doubled as well. Choosing the cell around the $w$ bond moves one ion of charge $\frac12$ by $a$ and shifts every value by $\frac12$, which leaves all changes of $P$ untouched.

## Computed results

```
inputs: t=0.1 Ha, delta=0.03 Ha, Delta=0.05 Ha, a=5.0 bohr
v=0.13 Ha, w=0.07 Ha, sqrt(Delta^2+4t^2)=0.206155 Ha
gap = 0.156205 Ha = 4.2506 eV
n = 0.910000, m = 0.856471, Pi(n|m) = 10.497750
P closed form = -0.121566 e
P discrete Berry phase (4000 k) = -0.121566 e
P open chain, (D90-D70)/20a = -0.121566 e
P_I = -0.121566 e: connection part -0.028562 e, site part -0.093005 e
Wannier centre = 0.60783 bohr, dipole per cell = -0.60783 e bohr
delta=-0.03: P_I = 0.621566 e, P_II = -0.378434 e, open chain = -0.378434 e
dimer occupations: n_A = 0.378732, n_B = 0.621268
dimer delta=+t: P = -0.060634 e, Berry phase -0.060634 e, centre 0.30317 bohr
dimer delta=-t: P = 0.560634 e = -0.439366 e mod 1, Berry phase -0.439366 e
P_I(delta=+1e-07 Ha, Delta=+0.05 Ha) = -0.25000 e
P_I(delta=-1e-07 Ha, Delta=+0.05 Ha) = 0.75000 e
P_I(delta=+1e-07 Ha, Delta=-0.05 Ha) = 0.25000 e
P_I(delta=-1e-07 Ha, Delta=-0.05 Ha) = 0.25000 e
delta=0.0030 Ha, Delta=0.0050 Ha: P = -0.110817 e, -arg/2pi = -0.110571 e
delta=0.0003 Ha, Delta=0.0005 Ha: P = -0.110575 e, -arg/2pi = -0.110571 e
loop delta=0.03 cos(theta), Delta=0.05 sin(theta) Ha; continuous P:
  theta=0.00 pi: formula +0.00000 e, Berry phase +0.00000 e
  theta=0.25 pi: formula -0.11708 e, Berry phase -0.11708 e
  theta=0.50 pi: formula -0.25000 e, Berry phase -0.25000 e
  theta=0.75 pi: formula -0.38292 e, Berry phase -0.38292 e
  theta=1.00 pi: formula -0.50000 e, Berry phase -0.50000 e
  theta=1.25 pi: formula -0.61708 e, Berry phase -0.61708 e
  theta=1.50 pi: formula -0.75000 e, Berry phase -0.75000 e
  theta=1.75 pi: formula -0.88292 e, Berry phase -0.88292 e
  theta=2.00 pi: formula -1.00000 e, Berry phase -1.00000 e
enclosing loop: change of P = -1.000000 e, Chern number = +1.000000
loop centred at delta=0.06 Ha: change of P = 0.000000 e, Chern number = 0.000000
pump: T = 10000 a.u. = 241.9 fs, smallest gap = 0.10 Ha, largest dtheta/dt = 1.26e-03 a.u.
  theta=0.25 pi: integrated current -0.1171 e, formula -0.1171 e
  theta=0.50 pi: integrated current -0.2500 e, formula -0.2500 e
  theta=1.00 pi: integrated current -0.5000 e, formula -0.5000 e
  theta=1.50 pi: integrated current -0.7500 e, formula -0.7500 e
  theta=2.00 pi: integrated current -1.0000 e, formula -1.0000 e
```
